# Leading Lamb shift of one-electron atoms in dimensional regularization, part 2

One electron is bound to a static point nucleus of charge $Z$, with $Z\alpha\ll1$. We seek its radiative shift of order $\alpha^3$, and ask whether the pole $1/\epsilon$ in the Darwin coefficient may be dropped and what constant then remains.

In Hartree units $m=\hbar=1$, $c=1/\alpha$, $H=p^2/2+V$, $V=-Z/r$, $\Delta_m=E_m-E$ and $w_m=|\langle m|\mathbf p|\psi\rangle|^2\Delta_m$. Loops use $m=c=1$, metric $(+,-,-,-)$ and $e^2=4\pi\alpha$. Spacetime has dimension $d=4-2\epsilon$, space $D=3-2\epsilon$. The scale $\mu$ is a wave number, $\tilde\mu^2=\mu^2e^{\gamma}/4\pi$, and $\gamma$ is Euler's constant.

Photons of wave number $k$ are hard ($k\sim mc$), soft ($k\sim Z$) or ultrasoft ($\omega=ck\sim Z^2$). Scaleless integrals vanish. In a two-scale model integral, extending the low and high regions adds pieces $\int k^{-1-2\epsilon}dk$ that cancel, so the low region's ultraviolet pole is minus the high region's infrared pole.

Hard photons multiply the potential $\tilde V(\mathbf q)$ by
$$J=1-\frac{c_D}{8}\mathbf q^2+\frac{i\,c_S}{4}\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p),\qquad c_D=1+2F_2+8F_1',\qquad c_S=1+2F_2 .$$
Here $F_1'$ is the slope of the Dirac form factor in $q^2$ at $q^2=0$, and $F_2$ is the Pauli form factor there, $\alpha/2\pi$ at $\epsilon=0$. The $c_D$ term is the energy operator $\alpha^2\frac{c_D}{8}\nabla^2V$. The vertex loop gave
$$c_D-1=-\frac\alpha\pi\frac{4G}{3\epsilon},\qquad G=\Gamma(1+\epsilon)\left(\frac{e^\gamma\mu^2}{m^2c^2}\right)^{\epsilon}=1-2\epsilon\ln\frac{mc}{\mu}+O(\epsilon^2).$$

That loop has Feynman weights $x,y$ for the electron lines and $z$ for the photon, $s=x+y=1-z$, and denominator $(l^2-\Delta_F)^3$ with $\Delta_F=s^2-xy\,q^2$. At $d=4$ its numerator is $l^2\gamma^\mu+N_4$, where
$$N_4\to\gamma^\mu\left[-2(1-x)(1-y)q^2-2(s^2+2s-2)\right]-4s(1-s)\frac{i\sigma^{\mu\nu}q_\nu}{2}.$$

Loop momenta are integrated with
$$\int\frac{d^dl}{(2\pi)^d}\frac{(l^2)^a}{(l^2-\Delta_F)^n}=\frac{i(-1)^{a+n}}{(4\pi)^{d/2}}\frac{\Gamma(\frac d2+a)\Gamma(n-a-\frac d2)}{\Gamma(\frac d2)\Gamma(n)}\Delta_F^{d/2+a-n}.$$

**Q.** Does vacuum polarization take part in the cancellation?

**A.** No. Its only pole is ultraviolet and is absorbed in the on-shell charge, and what remains is finite. The loop has $-1$ for the fermion loop and $(-ie)^2i^2=e^2$:

$$i\Pi^{\mu\nu}=-e^2\tilde\mu^{2\epsilon}\int\frac{d^dk}{(2\pi)^d}\frac{\mathrm{tr}[\gamma^\mu(\not k+1)\gamma^\nu(\not k+\not q+1)]}{(k^2-1)((k+q)^2-1)} .$$

With $l=k+xq$ the denominator is $(l^2-\Delta_V)^2$, $\Delta_V=1-x(1-x)q^2$. The trace $4[b^\mu c^\nu+b^\nu c^\mu-g^{\mu\nu}(b\cdot c-1)]$ for $b=l-xq$, $c=l+(1-x)q$ becomes $4\{g^{\mu\nu}[(\frac2d-1)l^2+1+x(1-x)q^2]-2x(1-x)q^\mu q^\nu\}$. For $n=2$ the numerator $1$ gives $i\Gamma(\epsilon)\Delta_V^{-\epsilon}/(4\pi)^{d/2}$, and $(\frac2d-1)l^2$ gives $-i(1-\frac d2)\Gamma(1-\frac d2)\Delta_V^{1-\epsilon}=-i\Gamma(\epsilon)\Delta_V^{1-\epsilon}$ over the same factor. So $(\frac2d-1)l^2$ acts as $-\Delta_V$, the bracket becomes $2x(1-x)q^2$, and $\Pi^{\mu\nu}=(q^2g^{\mu\nu}-q^\mu q^\nu)\Pi$ with

$$\Pi(q^2)=-\frac{2\alpha}{\pi}(e^\gamma\mu^2)^\epsilon\,\Gamma(\epsilon)\int_0^1dx\,x(1-x)\Delta_V^{-\epsilon},\qquad\Pi'(0)=-\frac{2\alpha}\pi G\int_0^1x^2(1-x)^2dx=-\frac{\alpha}{15\pi}G .$$

One insertion multiplies the propagator by $\Pi$, and $\Pi(0)$ is absorbed in the on-shell charge. So $\tilde V\to\tilde V[1+\Pi'(0)q^2]=\tilde V[1+\alpha\mathbf q^2/15\pi]$, a stronger attraction at short range. Comparison with $-c_D\mathbf q^2/8$ gives $\delta c_D^{\rm VP}=-8\alpha/15\pi$. The loop contains only the massive electron, so nothing in it can diverge at small momentum.

## Soft and ultrasoft photons

**Q.** You skip from the hard scale to the ultrasoft one. The atom has a size, and photons with $k\sim Z$ resolve it.

**A.** They contribute a scaleless integral. Return to Hartree units and use Coulomb gauge, which may differ from the gauge of the hard part because on-shell form factors and energy levels are each gauge independent. The Hamiltonian is $(\mathbf p+\mathbf A/c)^2/2+V$, and each mode of $\mathbf A/c$ has squared amplitude $4\pi/2\omega$ per unit volume. Second-order perturbation theory in $\mathbf p\cdot\mathbf A/c$ gives

$$\delta E=-4\pi\tilde\mu^{2\epsilon}\int\frac{d^Dk}{(2\pi)^D\,2\omega}(\delta_{ij}-\hat k_i\hat k_j)\left\langle p_i\,e^{i\mathbf k\cdot\mathbf r}\frac{1}{H-E+\omega}e^{-i\mathbf k\cdot\mathbf r}p_j\right\rangle .$$

The transverse projector makes the order of $p_i$ and the exponential irrelevant. Now $e^{i\mathbf k\cdot\mathbf r}\mathbf p\,e^{-i\mathbf k\cdot\mathbf r}=\mathbf p-\mathbf k$, while $V(\mathbf r)$ commutes with the exponentials. The exponentials therefore disappear and the denominator becomes $\omega+X$, $X=H-E-\mathbf p\cdot\mathbf k+k^2/2$. For soft $k$, $\omega\sim Z/\alpha$ while every term of $X$ is of order $Z^2$, so the resolvent is $\sum_n(-X)^n/\omega^{n+1}$. Each term is a sum of pure powers of $k$ times $k$-independent operators, and the integral vanishes. For $S$ states this series is only formal: from $n=2$ on the expectation values, such as $\sum_mw_m\Delta_m$, diverge in three dimensions, and intermediate electron momenta of order $\sqrt\omega$ add non-integer powers of $\omega$, visible below as $M\propto\omega^{-1/2}$. These are again pure powers of $k$, so their integrals are scaleless too. The step relies on the static nucleus. If the photon could end on a second dynamical particle, the factor $e^{i\mathbf k\cdot(\mathbf r_1-\mathbf r_2)}$ would survive and the soft region would produce potentials. The $A^2$ term gives $\int d^Dk/\omega$ and the electron's own Coulomb field gives $\int d^Dk/k^2$, both scaleless.

For ultrasoft $k\sim\alpha Z^2$ the terms $\omega$ and $H-E$ are comparable, $\mathbf p\cdot\mathbf k$ is smaller by $Z\alpha$ and $k^2/2$ by $(Z\alpha)^2$. The first-order term in $\mathbf p\cdot\mathbf k$ is odd in $\mathbf k$ and drops out. The spin coupling has amplitude $k$ in place of $p$, smaller by $Z\alpha$, and its interference with $\mathbf p\cdot\mathbf A$ is again odd in $\mathbf k$. Up to relative order $(Z\alpha)^2$ the dipole approximation $X=H-E$ holds.

**Q.** Then evaluate it, and show me where $5/6$ comes from, since $c_D$ supplied no constant.

**A.** Insert the eigenstates $m$ of $H$. The angular average of $\hat k_i\hat k_j$ is $\delta_{ij}/D$, because it is isotropic with trace one, so the projector averages to $\frac{D-1}{D}\delta_{ij}$. The measure is $\frac12\int\frac{d^Dk}{(2\pi)^D}=\frac{1}{(4\pi)^{D/2}\Gamma(D/2)}\int k^{D-1}dk$. With $k=\omega/c$ and $\omega=\Delta x$,

$$\int_0^\infty\frac{k^{D-1}dk}{\omega(\omega+\Delta)}=c^{-D}\Delta^{D-2}\int_0^\infty\frac{x^{D-2}}{1+x}dx=c^{-D}\Delta^{1-2\epsilon}\frac{\pi}{\sin\pi(2-2\epsilon)}=-\alpha^3c^{2\epsilon}\Delta^{1-2\epsilon}\frac{\pi}{\sin2\pi\epsilon}.$$

The $x$ integral converges for $\frac12<\epsilon<1$. To see the nature of the pole at $\epsilon=0$, write $\frac1{1+x}=\frac1x-\frac1{x(1+x)}$. The first term is scaleless. It is proportional to $\langle p^2\rangle$ and is the linearly divergent mass shift that a cutoff calculation has to subtract by hand. The remainder $-\int x^{D-3}dx/(1+x)$ converges for $0<\epsilon<\frac12$, behaves as $x^{-1-2\epsilon}$ at large $x$ and is integrable at small $x$. The pole is ultraviolet. At $\epsilon=0.1$ quadrature of this remainder gives $-5.34479666$, equal to $-\pi/\sin2\pi\epsilon$. The overlap integral $\int x^{-1-2\epsilon}dx$ is the one met in the model.

Two minus signs cancel. The numerical factor at $D=3$ is $4\pi/[(4\pi)^{3/2}\Gamma(\frac32)]=1/\pi$, the factor $(4\pi)^\epsilon$ from $(4\pi)^{-D/2}$ cancels against $\tilde\mu^{2\epsilon}$, and

$$\delta E_{\rm us}=\frac{\alpha^3}{\pi}\sum_mw_m\,\frac{2-2\epsilon}{3-2\epsilon}\,\frac{\Gamma(\frac32)}{\Gamma(\frac32-\epsilon)}\,e^{\gamma\epsilon}\left(\frac{c\mu}{\Delta_m}\right)^{2\epsilon}\frac{\pi}{\sin2\pi\epsilon}.$$

Expand each factor to first order. The polarization factor is $\frac23(1-\epsilon)(1+\frac23\epsilon)=\frac23(1-\frac\epsilon3)$. The gamma ratio is $1+\epsilon\,\psi_0(\frac32)$, with $\psi_0$ the digamma function. The logarithmic derivative of the duplication formula at $\frac12$ gives $\psi_0(\frac12)=-\gamma-2\ln2$, and the recurrence adds $2$, so $\psi_0(\frac32)=2-\gamma-2\ln2$. The last factor is $\frac1{2\epsilon}+O(\epsilon)$. The terms of order $\epsilon$ add to $-\frac13+2-2\ln2+2\ln(c\mu/\Delta)$, and half of this is the finite part:

$$\delta E_{\rm us}=\frac{2\alpha^3}{3\pi}\sum_mw_m\left[\frac1{2\epsilon}+\frac56+\ln\frac{c\mu}{2\Delta_m}\right].$$

The constant is $1-\frac16$. The $1$ and the $\ln 2$ come from the $D$-dimensional phase space, and the $-\frac16$ from the averaged transverse projector $(D-1)/D$, as $-\frac12$ from the $D-1$ polarizations and $+\frac13$ from the factor $1/D$. Setting $(D-1)/D=2/3$ too early gives $1$ in place of $5/6$.

The form of the dipole coupling does not matter. From $[H,\mathbf r]=-i\mathbf p$ follows $\mathbf p_{m0}=i\Delta_m\mathbf r_{m0}$. The coupling $\mathbf r\cdot\mathbf E$ replaces $|\mathbf p_{m0}|^2$ by $\omega^2|\mathbf r_{m0}|^2$, the integral becomes $\Delta^D\pi/\sin\pi(D+1)$, and since $\sin\pi(D+1)=\sin\pi(D-1)$ and $|\mathbf r_{m0}|^2\Delta^D=|\mathbf p_{m0}|^2\Delta^{D-2}$ the result is identical. The terms by which the two forms differ are scaleless.

## The cancellation

**Q.** One pole multiplies $\langle\nabla^2V\rangle$ and the other a sum over states. Both are known only in three dimensions. Their corrections of order $\epsilon$, multiplied by $1/\epsilon$, could leave a finite remainder that you have not computed.

**A.** They could, if the two were equal only at $D=3$. They are equal for every $D$, and that is the precise content of the cancellation. Because $(H-E)\psi=0$,

$$\langle[p_i,[H,p_i]]\rangle=\langle2p_i(H-E)p_i-p^2(H-E)-(H-E)p^2\rangle=2\sum_mw_m .$$

On the other hand $[H,p_i]=[V,p_i]=i\partial_iV$ and $[p_i,i\partial_iV]=\nabla^2V$ after the sum over $i$. So $\sum_mw_m=\frac12\langle\nabla^2V\rangle$ for any potential in any dimension. The radiative Darwin term can be written as a sum over the same $D$-dimensional weights:

$$\alpha^2\frac{c_D-1}{8}\langle\nabla^2V\rangle=\frac{\alpha^3}{\pi}\sum_mw_m\left(-\frac{G}{3\epsilon}\right)=\frac{2\alpha^3}{3\pi}\sum_mw_m\left[-\frac1{2\epsilon}+\ln\frac{mc}{\mu}\right].$$

In units of $\alpha^3w_m/\pi$ the residues are $-\frac13$ and $+\frac13$. They cancel state by state, before any wave function is specified. The scale $\mu$ cancels too, and with $m=1$

$$\delta E_{\rm hard}+\delta E_{\rm us}=\frac{2\alpha^3}{3\pi}\sum_mw_m\left[\frac56+\ln\frac{c^2}{2\Delta_m}\right].$$

To set $D=3$ in the remaining sum it must converge uniformly in $\epsilon$. Let $\mathbf b_1=\nabla\psi$ and $\mathbf b_2=(H-E)\mathbf b_1=[H,\nabla]\psi=-(\nabla V)\psi$. Then $w_m=|\langle m|\mathbf b_2\rangle|^2/\Delta_m$. For a continuum state of large momentum $\kappa$ the overlap is governed by the singularity of $\nabla V$, whose Fourier transform falls as $1/\kappa$. For an $S$ state the weight is therefore proportional to $\psi(0)^2\kappa^{D-1}d\kappa/\kappa^4$, which is $d\kappa/\kappa^2$ near $D=3$. The sum with a logarithm converges, and no further pole is hidden in it.

If both poles are subtracted minimally with the same $\tilde\mu$, one has $c_D(\mu)$ with $\mu\,dc_D/d\mu=-8\alpha/3\pi$ and an ultrasoft part that compensates it. This is the sense in which your pole may be thrown away. Using $\tilde\mu$ in one part and plain $\mu$ in the other leaves a spurious term of magnitude $\frac12(\ln4\pi-\gamma)$ in the bracket, since the poles there are $\pm1/2\epsilon$. It is positive if the plain $\mu$ stands in the ultrasoft part and negative if it stands in the hard part.

**Q.** I would trust $5/6$ more if it came out of a regulator that has nothing to do with $\epsilon$.

**A.** Give the photon a mass $\lambda$ with $\Delta\ll\lambda\ll1$, in units $m=c=1$ and $d=4$. The photon denominator adds $z\lambda^2$, so $\Delta_F=\Delta_0=s^2+(1-s)\lambda^2$ at $q^2=0$, and the same numerator gives

$$F_1'=\frac\alpha{4\pi}\int_0^1ds\,s\left[\frac{2(1-s)+\frac23s^2}{\Delta_0}+\frac{s^2(s^2+2s-2)}{3\Delta_0^2}\right].$$

For small $\lambda$, $\int2s\,ds/\Delta_0=2\ln\frac1\lambda$ and $\int s^3ds/\Delta_0^2=\ln\frac1\lambda-\frac12$. The regular terms give $-2+\frac13+\frac16+\frac23=-\frac56$. The integral is $\frac43\ln\frac1\lambda+\frac13-\frac56$, so $F_1'=\frac{\alpha}{3\pi}(\ln\frac1\lambda-\frac38)$ and $c_D-1=\frac{8\alpha}{3\pi}\ln\frac1\lambda$, which contributes $\frac{2\alpha}{3\pi}w_m\ln\frac1\lambda$. This expression describes photons with $k\ll1$ wrongly, as massive and expanded in $\Delta$. The correction is the true low-energy integrand minus the massive one. In Feynman gauge the massive exchange has $(|\mathbf j|^2-|\rho|^2)/[2\omega(\omega+\Delta)]$ with $\omega^2=k^2+\lambda^2$, and current conservation gives $\Delta\rho=\mathbf k\cdot\mathbf j$. Expanding in $\Delta/\omega$, the lower terms are constants or proportional to $\langle p^2\rangle$ and belong to the mass. The term linear in $\Delta$ is $-\frac{\Delta}{2\omega^3}[|\mathbf j|^2-(\mathbf k\cdot\mathbf j)^2/\omega^2]$, with angular average $1-k^2/3\omega^2$ in the bracket. In units of $\frac{2\alpha}{3\pi}w_m$ the difference is

$$\int_0^Kdk\left[\frac1{k+\Delta}-\frac{3k^2}{2\omega^3}+\frac{k^4}{2\omega^5}\right].$$

With $k=\lambda\sinh t$ the massive integrals are $\int\tanh^2t\,dt=t-\tanh t$ and $\int\tanh^4t\,dt=t-\tanh t-\frac13\tanh^3t$, and $t\to\ln(2K/\lambda)$. The result is $\ln\frac K\Delta-\ln\frac{2K}\lambda+\frac32-\frac23=\ln\frac{\lambda}{2\Delta}+\frac56$. The total is again $\frac56+\ln\frac1{2\Delta}$. By quadrature with $\lambda=10^{-6}$ and $\Delta=10^{-9}$ the constant is $0.833334$, the excess being of order $\lambda$. The calculation also shows that a photon mass is not equivalent to a sharp cutoff. With a sharp cutoff $K$ the low part is $\ln(K/\Delta)$ with no constant, so the hard part must be $\ln(1/2K)+\frac56$. Identifying $K$ with $\lambda$ loses $\frac56-\ln2$. Writing $1-k^2/3\omega^2=\frac23+\lambda^2/3\omega^2$ splits this constant. The transverse massive photons give $-\int k^2dk/\omega^3=-\ln(2K/\lambda)+1$, hence $1-\ln2$. The longitudinal ones give $-\frac12\int\tanh^2t\,\mathrm{sech}^2t\,dt=-\frac16$. Ignoring the longitudinal photons alone gives $1$ in place of $\frac56$.

## Assembling the levels

**Q.** Now turn this into a formula for a hydrogenic level.

The hard and ultrasoft poles cancel state by state, leaving the constant $5/6$ beside $\ln(c^2/2\Delta_m)$, and a photon mass gives the same constant. What remains is to turn this into a formula for hydrogenic levels, compute the Bethe logarithm and put in numbers.
